# Why Hartree-Fock overestimates beryllium's polarizability, and its isoelectronic Z⁻³ law

## A highly charged ion

Take a beryllium-like ion of very large nuclear charge $Z$, without relativity and with a fixed nucleus. Two electrons fill $1s$ and two occupy the $n=2$ shell. If the electrons did not repel each other, $2s$ and $2p$ would have the same energy. Repulsion alone then separates the states $2s^2$, $2s2p$ and $2p^2$, and repulsion alone mixes them. Both effects are first order in the same interaction, so the mixing does not die out as $Z$ grows.

Atomic units are used. The field adds $+F(z_1+z_2)$ for the valence electrons, and $\alpha$ is defined by $E(F)=E(0)-\tfrac12\alpha F^2$. Second-order perturbation theory gives

$$\alpha=2\sum_k\frac{|\langle k|z_1+z_2|0\rangle|^2}{E_k-E_0}.$$

Within the $n=2$ shell three singlet states matter:

$$|S\rangle=ss,\qquad |P\rangle=\frac{xx+yy+zz}{\sqrt3},\qquad |X\rangle=\frac{s\,p_z+p_z\,s}{\sqrt2}.$$

Here $s$ is the $2s$ orbital, and $x,y,z$ inside $|P\rangle$ denote the three $2p$ orbitals. $|S\rangle$ and $|P\rangle$ are the $^1S$ states of $2s^2$ and $2p^2$; $|X\rangle$ is $2s2p\,{}^1P$.

Write $(ab|cd)$ for the repulsion between the densities $ab$ and $cd$, and set

$$A=E_X-E_S,\quad D=E_P-E_S,\quad B=(sp_z|sp_z),\quad d=|\langle s|z|p_z\rangle|.$$

$B$ is the self-repulsion of a real density, so it is positive. Each of the three terms of $|P\rangle$ couples to $ss$ with strength $B/\sqrt3$, so the total coupling is $\sqrt3B$.

## What the mixing does

Let the ground state be $\cos\theta\,|S\rangle-\sin\theta\,|P\rangle$. Its energy relative to $E_S$ is

$$D\sin^2\theta-2\sqrt3B\sin\theta\cos\theta=\frac D2-\frac D2\cos2\theta-\sqrt3B\sin2\theta .$$

Setting the derivative to zero gives $\tan2\theta=2\sqrt3B/D$. The minimum is $-\delta$, with

$$\delta=\sqrt{D^2/4+3B^2}-D/2 .$$

For the dipole, either electron of $ss$ can be promoted to $p_z$. Each route contributes $d/\sqrt2$, so $\langle X|z_1+z_2|S\rangle=\sqrt2\,d$. From $|P\rangle$ only the $zz$ term reaches $|X\rangle$, which gives $\sqrt2\,d/\sqrt3$ with the same sign. Hence

$$\alpha=\frac{4d^2\left(\cos\theta-\sin\theta/\sqrt3\right)^2}{A+\delta}.\tag{1}$$

The mixing lowers $\alpha$ twice: it weakens the transition dipole and widens the gap. The minus sign in the ground state has a simple meaning. Since $\langle S|z_1z_2|P\rangle=d^2/\sqrt3$,

$$\langle z_1z_2\rangle=-\frac{2d^2}{\sqrt3}\sin\theta\cos\theta<0 .$$

The electrons tend to sit on opposite sides of the nucleus, so their dipoles partly cancel.

## What Hartree-Fock keeps and what it misses

In coupled Hartree-Fock the orbitals readjust self-consistently to the field. Within this model both valence electrons occupy $\varphi=\cos\tau\,s+\sin\tau\,p_z$. Let $V_s$ and $V_p$ be the one-electron energies, including the field of the core. Then

$$E(\tau)=2(V_s\cos^2\tau+V_p\sin^2\tau)+(\varphi\varphi|\varphi\varphi)+4Fd\sin\tau\cos\tau .$$

The density $\varphi^2$ is $\cos^2\tau\,ss+2\sin\tau\cos\tau\,sp_z+\sin^2\tau\,p_zp_z$. Terms odd in $\tau$ vanish by parity in the repulsion, so to second order

$$(\varphi\varphi|\varphi\varphi)=(1-2\tau^2)(ss|ss)+2\tau^2(ss|p_zp_z)+4\tau^2B .$$

The singlet excitation energy is $A=V_p-V_s+(ss|p_zp_z)+B-(ss|ss)$. Collecting the terms in $\tau^2$ therefore gives

$$E(\tau)=E(0)+2(A+B)\tau^2+4Fd\,\tau .$$

The minimum lies at $\tau=-Fd/(A+B)$, where the energy has changed by $-2F^2d^2/(A+B)$. Thus

$$\alpha_{\rm HF}=\frac{4d^2}{A+B}.\tag{2}$$

Without any $2p^2$ admixture the result would be $4d^2/A$, which is larger still. Hartree-Fock is thus not blind to the mixing. The determinant $\varphi\varphi$ contains $\tau^2p_zp_z$, and the coupling of this piece to $ss$ supplies the extra $B$.

To see what is missing, put $b=B/A$ and take $D=2A$, meaning that promoting two electrons costs twice as much as promoting one. For small $b$, $\theta=\sqrt3\,b/2+O(b^3)$ and $\delta=\tfrac32Ab^2+O(b^4)$. The dipole factor is

$$\left(1-\frac b2-\frac{3b^2}8\right)^2=1-b-\frac{b^2}2+O(b^3).$$

Dividing by $1+\tfrac32b^2$ gives

$$\frac{\alpha}{4d^2/A}=1-b-2b^2+O(b^3),\qquad \frac{\alpha_{\rm HF}}{4d^2/A}=1-b+b^2+O(b^3),$$

and therefore

$$\frac{\alpha_{\rm HF}}{\alpha}=1+3b^2+O(b^3).\tag{3}$$

Hartree-Fock has the right linear term, but its quadratic term is $+b^2$ instead of $-2b^2$. How the missing $3b^2$ divides between gap and dipole depends on the bookkeeping. If the Hartree-Fock factor $1/(1+b)$ is counted wholly as a dipole factor over the gap $A$, each supplies half. Measured against the excitation energy of the Hartree-Fock response itself, $\sqrt{A^2-B^2}$, the gap supplies $2b^2$ and the dipole $b^2$. For general $D$ the linear terms are $-2B/D$ in (1) and $-B/A$ in (2), so they agree only as well as $D$ agrees with $2A$.

## How large it is in beryllium

The model can be fed with beryllium's own orbitals: the Hartree-Fock $2s$, and the $p$ orbital that the field mixes into it. This gives $A=0.1901$, $B=0.0470$, $D=0.3678$ and $d=1.642$, so $4d^2=10.79$. $D$ is 3% below $2A$. The three levels of description are

$$\frac{10.79}{0.1901}=56.8,\qquad \frac{10.79}{0.2370}=45.5,\qquad \frac{10.79\times0.738}{0.2073}=38.4 .$$

They stand for no mixing, Hartree-Fock, and full mixing within the three states. In the last, the dipole factor is 0.738 and the gap has grown by $\delta=0.0172$.

Full calculations give the following polarizabilities:

- coupled Hartree-Fock: 45.6;
- valence full configuration interaction (CI) with a frozen $1s^2$ core: 37.6;
- all-electron CCSD(T): 37.5.

The accurate non-relativistic value is about 38. The correlated figures are not converged in the last digit, because the basis has no $f$ functions. A larger basis with $f$ functions leaves Hartree-Fock at 45.6 but raises the valence CI from 37.6 to 37.9; it also moves the 66.4 below to 66.7 and the 9.0% weight to 8.9%. The CCSD(T) figure comes from the same basis without $f$ functions, and CCSD(T) is itself approximate for four electrons. Hartree-Fock exceeds it by 22%. As polarizability volumes the two are 6.76 and 5.56 Å$^3$.

The $p$ orbital was taken from the Hartree-Fock response, so the model's 45.5 is expected to be close to 45.6. The fall to 38.4 was not built in. The model's drop is 7.1 units, against 8.1 between Hartree-Fock and CCSD(T). This closeness does not prove the model accurate in detail: its $2p^2$ weight, given below, is only about half that of the CI.

A direct test of the cause is to delete all $p$–$p$ pairs from the CI ground state while keeping the odd-parity states. The polarizability rises from 37.6 to 66.4. Deleting the $d$–$d$ pairs instead changes it by only 0.45. A single pair of $p$ orbitals carries 99.96% of the $p$–$p$ weight, so the $p$–$p$ part of the ground state is essentially one $2p^2$ configuration. A value above Hartree-Fock is expected, because the deletion also removes the linear effect that Hartree-Fock retains; in the model this alone gives 56.8. The further rise to 66.4 is not accounted for by the model. It comes from an imbalance: the odd-parity states remain fully correlated while the ground state does not, and the gap to the lowest $^1P$ state narrows from 0.196 to 0.158 hartree. If the odd-parity states are also cut back to $s$–$p$ pairs, the polarizability is 57.9, close to the model's 56.8.

The model is less good for the wave function. It puts 4.3% of the ground state in $2p^2$, against 9.0% in the CI. The $p$ orbital best suited to the field is not the one best suited to correlating the ground state: the two overlap by only 0.85. With the natural $p$ orbital of the CI the model's weight becomes 9.5%, but (1) then gives only 19.6 and (2) only 29.1. In neutral beryllium one $p$ orbital cannot serve both ends, so the value 38.4 depends on the choice of the response orbital.

"Near-degenerate" must also be read with care. $D$ is about 0.37 hartree, which is not small in itself. What counts is that $2\sqrt3B/D=0.44$ is not small, and that this ratio stays finite along the isoelectronic series.

## Why the power is −3

Measure lengths in units of $1/Z$, so that $\mathbf r=\boldsymbol\rho/Z$. Kinetic energy and nuclear attraction scale as $Z^2$, the repulsion as $Z$, and the field term becomes $F\rho_z/Z$:

$$H=Z^2\left[h_0+\frac1Z\sum_{i<j}\frac1{\rho_{ij}}+\frac F{Z^3}\sum_i\rho_{z,i}\right].$$

The bracket has a polarizability $\alpha'$ with respect to the scaled field $F/Z^3$. The energy shift is $-\tfrac12Z^2\alpha'(F/Z^3)^2$, hence $\alpha=\alpha'/Z^4$.

If every dipole excitation changes $n$, the scaled gaps stay finite, $\alpha'$ tends to a constant, and $\alpha\propto Z^{-4}$. Helium-like ions behave this way: in Hartree-Fock the exponent between $Z=40$ and 80 is $-4.03$. In beryllium-like ions the $2s\to2p$ gap vanishes in $h_0$ and is restored only by the repulsion, so the scaled gap is of order $1/Z$. Then $\alpha'\propto Z$ and $\alpha\propto Z^{-3}$. Excitations that change $n$, and the core, contribute at order $Z^{-4}$.

The coefficient follows from hydrogenic orbitals. For $Z=1$ the radial functions are $P_{2s}=(r-r^2/2)e^{-r/2}/\sqrt2$ and $P_{2p}=r^2e^{-r/2}/(2\sqrt6)$. With the angular factor $1/\sqrt3$,

$$\langle s|z|p_z\rangle=\frac1{\sqrt3}\,\frac1{4\sqrt3}\int_0^\infty\left(r^4-\frac{r^5}2\right)e^{-r}dr=\frac{24-60}{12}=-3 ,$$

so $d=3/Z$. In the energies per unit $Z$, the core contributes $V_p-V_s=0.07072$. With the Slater integrals $F^k$ and $G^1$,

$$B=\tfrac13G^1_{sp}=0.02930,$$
$$A=0.07072+0.16211+0.02930-0.15039=0.11174,$$
$$D=2(0.07072)+0.18164+\tfrac25(0.08789)-0.15039=0.2078 .$$

The terms after the core part are $F^0_{sp}$, $B$ and $-F^0_{ss}$ in $A$, and $F^0_{pp}$, $\tfrac25F^2_{pp}$ and $-F^0_{ss}$ in $D$. Equations (1) and (2) then give

$$\alpha\to\frac{36\times0.7129}{0.12346}\,Z^{-3}=207.9\,Z^{-3},\qquad \alpha_{\rm HF}\to\frac{36}{0.14103}\,Z^{-3}=255.3\,Z^{-3}.$$

CI and Hartree-Fock calculations at $Z=40$ and 80 extrapolate to 208.1 and 255.5. Hartree-Fock has the right power and the wrong coefficient. The ratio of Hartree-Fock to CI is 1.21 at $Z=4$ (1.20 with $f$ functions in the basis), 1.20 at $Z=10$ and 1.22 at $Z=80$, and its limit is 1.23. Degeneracy sets the power; configuration mixing changes the coefficient.

## Where the simple power law fails

Near beryllium the fall is much steeper than $Z^{-3}$. The CI exponent is $-4.86$ between $Z=4$ and 10, $-3.42$ between 10 and 40, and $-3.13$ between 40 and 80. An effective screening constant $\sigma$ describes this trend; being fitted to $\alpha$, it also absorbs the $Z^{-4}$ terms from excitations that change $n$. If $\alpha\approx C(Z-\sigma)^{-3}$, then

$$-\frac{d\ln\alpha}{d\ln Z}=\frac{3Z}{Z-\sigma}.$$

The two highest ions give $\sigma=2.22$ for the CI. The local exponent then passes through $-4$ near $Z=4\sigma\approx9$, which says nothing about the asymptotic law. Carried down to $Z=4$, this form gives about 37, close to the CI value. The same procedure for Hartree-Fock gives about 39 instead of 45.6, so the agreement at $Z=4$ should not be relied on.

At high charge relativity spoils the coefficient 207.9. The fine structure lifts $2p_{3/2}$ away from $2s$, while $2s_{1/2}$ and $2p_{1/2}$ stay degenerate in the hydrogenic Dirac spectrum, so part of the polarizability keeps a gap of order $Z$. As a rough measure, compare the $2p$ fine-structure splitting of a hydrogenic ion with the asymptotic gap, ignoring screening in both. The splitting grows as $Z^4$ at leading order, while the gap grows as $0.123Z$. They become equal near $Z=41$. Their ratio varies roughly as $Z^3$, so it is already about 11% at $Z=20$. The values at $Z=40$ and 80 therefore establish the non-relativistic limit and do not describe real ions.

## What to do

- **Method.** Treat the two valence electrons with a method that includes $2s^2$–$2p^2$ mixing fully, such as valence full CI or CCSD(T). Going to a more highly charged ion does not cure Hartree-Fock: without relativity its relative error tends to a constant, 23%. In real heavy ions the fine structure reduces the error without removing it. A rough $n=2$ model that only lifts $2p_{3/2}$ by the hydrogenic Dirac splitting gives about 20% at $Z=20$, 13% at $Z=40$ and 12% at $Z=80$.
- **Interpolation.** Along the series, work with $\alpha^{-1/3}$ against $Z$, which approaches a straight line as long as the fine structure is small beside the gap, that is, for $Z$ below about 20. Do not fit a single power of $Z$ to the first few ions.
- **Basis.** Check that the basis keeps hydrogenic $2s$ and $2p$ degenerate. A false splitting $\varepsilon$ in scaled units becomes $\varepsilon Z^2$, against a true gap of $0.123Z$. The basis used for beryllium has $\varepsilon=1.9\times10^{-5}$; at $Z=80$ that would be 0.12 hartree, or about 1% of the gap. The ions were therefore computed in a basis with $|\varepsilon|=1.0\times10^{-6}$.

The numerical output below lists the values for each ion.

## Table of computed values

```
bases: 14 s, 8 p, 3 d shells, 53 functions; field 0.001 au
false hydrogenic 2p-2s splitting (hartree): Be basis 1.9e-05, ion basis -1.0e-06
Be polarizabilities (au)
  coupled HF, linear response      45.63
  coupled HF, finite field         45.63
  all-electron CCSD(T)             37.50
  frozen-core valence full CI      37.64
  same CI, finite field            37.64
  CI ground state without pp pairs 66.41
  CI ground state without dd pairs 37.19
HF / CCSD(T) ratio                 1.217
in cubic angstrom: HF 6.76, CCSD(T) 5.56
pp weight in CI ground state       0.0897
share of one p pair in pp weight   0.9996
Be three-state model (au)
  A 0.19006  B 0.04697  D 0.36776  d 1.6423
  b=B/A 0.2471  2A 0.38011  3b^2 0.1832
  theta 0.2083 rad  sin^2 0.0427  delta 0.01719
  dipole factor 0.7379  gap A+delta 0.20725
  alpha: no mixing 56.76  HF 45.52  mixed 38.41  HF/mixed 1.185
large-Z limit (A,B,D,delta per Z; d times Z; alpha times Z^3)
  A 0.11174  B 0.02930  D 0.20785  d 3.0000
  b=B/A 0.2622  2A 0.22347  3b^2 0.2062
  theta 0.2271 rad  sin^2 0.0507  delta 0.01173
  dipole factor 0.7129  gap A+delta 0.12346
  alpha: no mixing 322.19  HF 255.26  mixed 207.86  HF/mixed 1.228
hydrogenic V_s 0.397805, V_p 0.468526 (hartree per Z)
F0ss 0.150391 F0sp 0.162109 F0pp 0.181641 F2pp 0.087891 G1sp 0.087891 (hartree per Z)
Z, alpha CI, alpha HF (au), HF/CI, CI*Z^3, gap/Z (au), 1P share of alpha
    4 3.7640e+01 4.5625e+01 1.212   2408.9 0.04900 0.9687
   10 4.3970e-01 5.2552e-01 1.195    439.7 0.09868 0.9181
   40 3.8604e-03 4.7024e-03 1.218    247.1 0.11765 0.9727
   80 4.4234e-04 5.4102e-04 1.223    226.5 0.12054 0.9858
local exponent, Z 4 to 10: -4.856
local exponent, Z 10 to 40: -3.416
local exponent, Z 40 to 80: -3.126
He-like HF local exponent, Z 40 to 80: -4.026
fitted C (au) and screening: CI 208.12, 2.22; HF 255.52, 2.12
He-like fitted coefficient of Z^-4 (au) 8.999, screening 0.36
slope of 1P gap with Z, from ions  0.12342 au
HF excess / b^2 for weak mixing    2.999
Z where 2p fine structure = gap    41.2
```
